# Why a neutralizing background does not make charged-cell eigenvalues absolute: a numerical check

```python
"""Charged periodic cells: the average potential is a convention.

Result under test (atomic units, cubic cell of side L, volume L^3):
  level_iso  = level_cell - alpha*q/L + offset + 2*pi*q*<r^2>/(3 L^3)
  energy_iso = energy_cell + alpha*q^2/(2L) - q*offset
offset = far potential of defect cell minus host minus q*psi, where psi is
the zero-average potential of a unit point charge with its background.
For zero-average potentials offset = 2*pi*Q/(3 L^3), Q = second moment of
the defect charge. phi acts on positive charge; an electron has energy -phi.
The host is rigid and unscreened; all charges are Gaussians.
"""
import numpy as np
import scipy.fft as sf
from scipy.special import erf, erfc
from scipy.sparse.linalg import LinearOperator, eigsh
from scipy.constants import physical_constants

HA = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10
PI = np.pi

a_ang, core_ang, cloud_ang = 2.0, 0.4, 0.6
narrow_ang, broad_ang = 0.4, 0.8
a = a_ang / BOHR
host_charges = np.array([1.0, -1.0])
host_widths = np.array([core_ang, cloud_ang]) / BOHR
defect_widths = np.array([narrow_ang, broad_ang]) / BOHR
main_defect = np.array([4.0, -3.0])
M = 8  # grid points per host period


def gaussian_density(charges, widths, L, N):
    """Periodic sum of normalized Gaussians centred at the origin."""
    x = np.arange(N) * L / N
    images = np.arange(-4, 5) * L
    rho = np.zeros((N, N, N))
    for c, s in zip(charges, widths):
        g = np.exp(-(x[:, None] - images) ** 2 / (2 * s * s)).sum(axis=1)
        g /= np.sqrt(2 * PI) * s
        rho += c * np.einsum("i,j,k->ijk", g, g, g)
    return rho


def k_squared(L, N):
    k = 2 * PI * np.fft.fftfreq(N, d=L / N)
    kz = 2 * PI * np.fft.rfftfreq(N, d=L / N)
    return k[:, None, None]**2 + k[None, :, None]**2 + kz[None, None, :]**2


def poisson(rho, L):
    """Zero-average periodic potential."""
    k2 = k_squared(L, rho.shape[0])
    k2[0, 0, 0] = 1.0
    f = 4 * PI * sf.rfftn(rho) / k2
    f[0, 0, 0] = 0.0
    return sf.irfftn(f, s=rho.shape)


def radius_squared(L, N):
    x = L * np.fft.fftfreq(N)
    return x[:, None, None]**2 + x[None, :, None]**2 + x[None, None, :]**2


def ground_state(phi, L):
    """Lowest electron level, its density and its kinetic energy."""
    N = phi.shape[0]
    half_k2 = 0.5 * k_squared(L, N)

    def kinetic(v):
        return sf.irfftn(half_k2 * sf.rfftn(v), s=phi.shape)

    def apply(v):
        v = v.reshape(phi.shape)
        return (kinetic(v) - phi * v).ravel()

    H = LinearOperator((N**3, N**3), matvec=apply, dtype=float)
    start = np.exp(-radius_squared(L, N) / 4).ravel()
    val, vec = eigsh(H, k=1, which="SA", v0=start, ncv=40, tol=1e-9)
    v = vec[:, 0].reshape(phi.shape)
    v /= np.linalg.norm(v)
    return val[0], v * v * (N / L) ** 3, np.sum(v * kinetic(v))


def psi(point):
    """Ewald potential of a unit charge plus background, unit cube."""
    eta = 2.0
    n = np.array(np.meshgrid(*[np.arange(-4, 5)] * 3)).reshape(3, -1).T
    d = np.linalg.norm(np.asarray(point) - n, axis=1)
    G = 2 * PI * n[np.any(n != 0, axis=1)]
    G2 = np.sum(G * G, axis=1)
    recip = np.exp(-G2 / (4 * eta**2)) / G2 * np.cos(G @ np.asarray(point))
    return np.sum(erfc(eta * d) / d) + 4 * PI * recip.sum() - PI / eta**2


def open_potential(charges, widths, r):
    """Potential of Gaussians, zero at infinity."""
    safe = np.maximum(r, 1e-8)
    return sum(c * erf(safe / (np.sqrt(2) * s)) / safe
               for c, s in zip(charges, widths))


# Point-charge lattice: constant, curvature, background Laplacian
alpha = -(psi([1e-4, 0, 0]) - 1e4)
psi_corner = psi([0.5, 0.5, 0.5])
r_test = 0.2
sphere_mean = (6 / 21 * psi([r_test, 0, 0])
               + 48 / 105 * psi(np.array([1, 1, 0]) * r_test / np.sqrt(2))
               + 72 / 280 * psi(np.array([1, 1, 1]) * r_test / np.sqrt(3)))
assert abs(sphere_mean - 1 / r_test + alpha - 2 * PI * r_test**2 / 3) < 1e-4
p0, step = np.array([0.3, 0.2, 0.4]), 0.003
laplacian = sum(psi(p0 + step * e) + psi(p0 - step * e) - 2 * psi(p0)
                for e in np.eye(3)) / step**2
assert abs(laplacian - 4 * PI) < 5e-3

# Host crystal: band edge and the average lost by the convention
rho_host = gaussian_density(host_charges, host_widths, a, M)
phi_host = poisson(rho_host, a)
edge = ground_state(phi_host, a)[0]
fine_host = poisson(gaussian_density(host_charges, host_widths, a, 12), a)
edge_fine = ground_state(fine_host, a)[0]
assert abs(edge - edge_fine) < 1e-4
cells = np.array(np.meshgrid(*[np.arange(-6, 7)] * 3)).reshape(3, -1).T * a
lost = []
for idx in [(4, 4, 4), (2, 0, 3)]:
    dist = np.linalg.norm(np.array(idx) * a / M - cells, axis=1)
    summed = open_potential(host_charges, host_widths, dist).sum()
    lost.append(summed - phi_host[idx])
Q_atom = 3 * np.sum(host_charges * host_widths**2)
assert np.allclose(lost, -2 * PI * Q_atom / (3 * a**3), atol=5e-5)


def defect_cell(charges, n):
    """Potentials, measured offset and energies of an n*n*n defect cell."""
    L, N, q = n * a, n * M, charges.sum()
    host_rho = np.tile(rho_host, (n, n, n))
    host_phi = np.tile(phi_host, (n, n, n))
    rho = host_rho + gaussian_density(charges, defect_widths, L, N)
    phi = poisson(rho, L)
    h = N // 2
    offset = phi[h, h, h] - host_phi[h, h, h] - q * psi_corner / L
    energy = 0.5 * L**3 * (np.mean(rho * phi) - np.mean(host_rho * host_phi))
    return L, rho, phi, host_phi, offset, energy + q * edge


def isolated_energy(charges):
    """One defect in the infinite host; no images and no background."""
    s2 = defect_widths**2
    pair = np.sqrt(2 / PI) / np.sqrt(s2[:, None] + s2[None, :])
    self_energy = 0.5 * charges @ pair @ charges
    n = np.array(np.meshgrid(*[np.arange(-8, 9)] * 3)).reshape(3, -1).T
    G2 = np.sum((2 * PI * n[np.any(n != 0, axis=1)] / a) ** 2, axis=1)
    host_G = sum(c * np.exp(-G2 * s * s / 2)
                 for c, s in zip(host_charges, host_widths))
    def_G = sum(c * np.exp(-G2 * s * s / 2)
                for c, s in zip(charges, defect_widths))
    interaction = np.sum(4 * PI / G2 * host_G * def_G) / a**3
    return self_energy + interaction + charges.sum() * edge


# Isolated level from the open-boundary defect potential, two boxes and grids
def isolated_level(n, m, host_potential):
    r = np.sqrt(radius_squared(n * a, n * m))
    phi = np.tile(host_potential, (n, n, n))
    phi = phi + open_potential(main_defect, defect_widths, r)
    return ground_state(phi, n * a)[0]


level_iso = isolated_level(4, 12, fine_host) - edge_fine
assert abs(isolated_level(5, M, phi_host) - edge - level_iso) < 1e-4

q = main_defect.sum()
Q = 3 * np.sum(main_defect * defect_widths**2)
E_iso = isolated_energy(main_defect)
level_rows, energy_rows = [], []
for n in (3, 4, 5, 6):
    L, rho, phi, host_phi, offset, E_cell = defect_cell(main_defect, n)
    assert abs(offset - 2 * PI * Q / (3 * L**3)) < 5e-5
    eps, dens, kin = ground_state(phi, L)
    r2 = np.mean(dens * radius_squared(L, n * M)) * L**3
    curvature = 2 * PI * q * r2 / (3 * L**3)
    raw = eps - edge
    imaged = raw - alpha * q / L + curvature
    aligned = imaged + offset
    assert abs(aligned - level_iso) * HA < 0.003
    E_imaged = E_cell + alpha * q**2 / (2 * L)
    E_aligned = E_imaged - q * offset
    assert abs(E_aligned - E_iso) < 1e-4
    level_rows.append((n, L * BOHR, raw * HA, imaged * HA, aligned * HA,
                       offset * HA))
    energy_rows.append((n, (E_cell - E_iso) * HA, (E_imaged - E_iso) * HA,
                        (E_aligned - E_iso) * HA))
    if n == 4:
        h = n * M // 2
        face = phi[h, 0, 0] - host_phi[h, 0, 0] - q * psi([0.5, 0, 0]) / L
        assert abs(face - offset) < 5e-5
        # Same cell, potential set to zero at the corner
        phi_c = phi - phi[h, h, h]
        eps_c = ground_state(phi_c, L)[0]
        offset_c = phi_c[h, h, h] - host_phi[h, h, h] - q * psi_corner / L
        aligned_c = eps_c - edge - alpha * q / L + curvature + offset_c
        assert abs(eps_c - eps) * HA > 0.1
        assert abs(aligned_c - level_iso) * HA < 0.003

        # Energy change on adding electrons together with their background
        def total_energy(x):
            charge = rho - x * dens
            neutral = charge - charge.mean()
            pot = poisson(charge, L)
            pot = pot - pot[h, h, h]
            return x * kin + 0.5 * L**3 * np.mean(neutral * pot)

        slope = (total_energy(0.01) - total_energy(-0.01)) / 0.02
        assert abs(slope - (eps_c + phi_c.mean())) < 1e-6
        far_raw = phi[h, h, h] - host_phi[h, h, h]
        only_align_error = raw + far_raw - level_iso
        double_error = E_imaged - q * far_raw - E_iso
        assert abs(only_align_error) * HA > 1 and abs(double_error) * HA > 1
        detail = (alpha * q / L, curvature, r2, far_raw, q * psi_corner / L,
                  eps, eps_c, phi_c.mean(), slope, aligned_c,
                  only_align_error, double_error, E_cell)

# Other charge states: neutral and negative defects
others = []
for charges in (np.array([3.0, -3.0]), np.array([2.0, -3.0])):
    L, _, _, _, off, E = defect_cell(charges, 4)
    qq = charges.sum()
    moment = 3 * np.sum(charges * defect_widths**2)
    assert abs(off - 2 * PI * moment / (3 * L**3)) < 5e-5
    fixed = E + alpha * qq**2 / (2 * L) - qq * off
    assert abs(fixed - isolated_energy(charges)) < 1e-4
    others.append((qq, off * HA, (E - isolated_energy(charges)) * HA,
                   (fixed - isolated_energy(charges)) * HA))

print(f"host period {a_ang:.1f} angstrom; atom charges +1, -1 e")
print(f"atom Gaussian widths {core_ang:.1f}, {cloud_ang:.1f} angstrom")
print(f"defect charges {main_defect[0]:+.0f}, {main_defect[1]:+.0f} e; "
      f"widths {narrow_ang:.1f}, {broad_ang:.1f} angstrom")
print(f"defect net charge q {q:+.0f} e; Q {Q * BOHR**2:.4f} e angstrom^2")
print(f"Coulomb constant e^2/(4 pi eps0) {HA * BOHR:.4f} eV angstrom")
print(f"alpha {alpha:.5f}; L*psi(corner) {psi_corner:.5f} (no unit)")
print(f"host average with atoms zero at infinity {lost[0] * HA:.4f} V")
print(f"host band edge, zero-average convention {edge * HA:.4f} eV")
print(f"isolated level minus host edge {level_iso * HA:.4f} eV")
print("LEVEL minus host edge (eV); offset (V)")
print("n  L/angstrom  raw  image-corrected  also aligned  offset")
for row in level_rows:
    print("%d  %.1f  %.4f  %.4f  %.4f  %.4f" % row)
print(f"isolated electrostatic formation energy {E_iso * HA:.4f} eV")
print("ENERGY error against isolated value (eV)")
print("n  raw  image-corrected  also aligned")
for row in energy_rows:
    print("%d  %.4f  %.4f  %.4f" % row)
print("DETAILS for n = 4")
names = ["alpha*q/L (eV)", "curvature term (eV)", "<r^2> (angstrom^2)",
         "far potential difference, unsubtracted (V)",
         "q*psi at corner (V)", "eigenvalue, zero average (eV)",
         "eigenvalue, zero at corner (eV)",
         "cell average, zero at corner (V)",
         "dE/dN with background (eV)",
         "aligned level from corner convention (eV)",
         "level error, alignment without image term (eV)",
         "energy error, image potential counted twice (eV)",
         "raw cell formation energy (eV)"]
for i, (name, value) in enumerate(zip(names, detail)):
    print(f"{name}: {value * (BOHR**2 if i == 2 else HA):.4f}")
print("OTHER DEFECTS, n = 4: q (e), offset (V), raw and final error (eV)")
for row in others:
    print("%+d  %.4f  %.4f  %.4f" % row)
print("all good")
```

Output:

```
host period 2.0 angstrom; atom charges +1, -1 e
atom Gaussian widths 0.4, 0.6 angstrom
defect charges +4, -3 e; widths 0.4, 0.8 angstrom
defect net charge q +1 e; Q -3.8400 e angstrom^2
Coulomb constant e^2/(4 pi eps0) 14.3996 eV angstrom
alpha 2.83730; L*psi(corner) -0.80194 (no unit)
host average with atoms zero at infinity 2.2619 V
host band edge, zero-average convention -0.0785 eV
isolated level minus host edge -27.7081 eV
LEVEL minus host edge (eV); offset (V)
n  L/angstrom  raw  image-corrected  also aligned  offset
3  6.0  -20.4336  -27.1720  -27.7082  -0.5362
4  8.0  -22.4047  -27.4819  -27.7081  -0.2262
5  10.0  -23.5219  -27.5923  -27.7081  -0.1158
6  12.0  -24.2452  -27.6411  -27.7081  -0.0670
isolated electrostatic formation energy 62.8174 eV
ENERGY error against isolated value (eV)
n  raw  image-corrected  also aligned
3  -3.9408  -0.5362  -0.0000
4  -2.7797  -0.2262  -0.0000
5  -2.1586  -0.1158  -0.0000
6  -1.7694  -0.0670  -0.0000
DETAILS for n = 4
alpha*q/L (eV): 5.1070
curvature term (eV): 0.0298
<r^2> (angstrom^2): 0.5063
far potential difference, unsubtracted (V): -1.6696
q*psi at corner (V): -1.4434
eigenvalue, zero average (eV): -22.4832
eigenvalue, zero at corner (eV): -16.8031
cell average, zero at corner (V): -5.6800
dE/dN with background (eV): -22.4832
aligned level from corner convention (eV): -27.7081
level error, alignment without image term (eV): 3.6338
energy error, image potential counted twice (eV): 1.4434
raw cell formation energy (eV): 60.0377
OTHER DEFECTS, n = 4: q (e), offset (V), raw and final error (eV)
+0  -0.2545  0.0000  0.0000
-1  -0.2827  -2.2708  -0.0000
all good
```
